# The 5/6 in the Lamb-shift matching: a referee's comment: a program that tests the result

```python
# Matching photon mass lam to photon-momentum cutoff K in the one-loop self-energy.
# Result under test (hbar=c=1, infinitely heavy point nucleus, order alpha (Z alpha)^4 m):
#   ln lam -> ln 2K - 5/6,  dE(nS) = U [ ln (Z alpha)^-2 - ln k0 + 5/6 ],
#   U = alpha <lap V>/(3 pi m^2) = 4 alpha (Z alpha)^4 m/(3 pi n^3).
# Using lam = 2K shifts dE by -5U/6; keeping transverse modes only shifts it by +U/6.
# Symbols: m electron mass, q momentum transfer, x,y,z Feynman parameters, w=x+y,
# D spacetime dimension = 4-2 eps, omega^2 = k^2+lam^2, Delta excitation energy,
# ln k0 Bethe logarithm (Rydberg units). "Bracket" means a shift in units of U.
import numpy as np
import mpmath as mp
import sympy as sp
from scipy import constants as sc
from scipy.linalg import solve_banded
from sympy.physics.hydrogen import R_nl

mp.mp.dps = 30
rng = np.random.default_rng(1)
SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.array([[1, 0], [0, -1]], complex)
I2 = np.eye(2)


def panels(a, b, n, order=20):
    t, wt = np.polynomial.legendre.leggauss(order)
    edges = np.linspace(a, b, n + 1)
    half = 0.5 * (b - a) / n
    nodes = (0.5 * (edges[1:] + edges[:-1])[:, None] + half * t).ravel()
    return nodes, np.tile(half * wt, n)


def vertex_numerator(x, y, q2, D, m):
    """Coefficients of gamma^mu and i sigma^{mu nu} q_nu/(2m) at loop momentum l = 0."""
    w = x + y
    z = 1 - w
    A = -2 * ((1 - x) * (1 - y) * q2 + (1 - 4 * z + z * z) * m * m) \
        + (4 - D) * (w * w * m * m + x * y * q2)
    B = -4 * m * m * z * w - 2 * (4 - D) * m * m * w * w
    return A, B


# ---- vertex algebra with explicit gamma matrices in D = 4 and D = 6
def gamma_matrices(D):
    out = []
    for j in range(D // 2):
        for P in (SX, SY):
            M = np.eye(1)
            for f in [SZ] * j + [P] + [I2] * (D // 2 - j - 1):
                M = np.kron(M, f)
            out.append(M)
    return [out[0]] + [1j * g for g in out[1:]]


for D in (4, 6):
    g = gamma_matrices(D)
    eta = np.array([1.0] + [-1.0] * (D - 1))
    one = np.eye(g[0].shape[0])
    slash = lambda a: sum(eta[i] * a[i] * g[i] for i in range(D))
    dot = lambda a, b: float(np.sum(eta * a * b))
    m, lam_t = 1.3, 0.4
    p, pp = rng.normal(size=D), rng.normal(size=D)
    p[0], pp[0] = np.sqrt(m**2 + p[1:] @ p[1:]), np.sqrt(m**2 + pp[1:] @ pp[1:])
    q = pp - p
    x, y = 0.17, 0.52
    z = 1 - x - y
    l = rng.normal(size=D)
    k = l + z * p - y * q
    den = x * (dot(k, k) - m**2) + y * (dot(k + q, k + q) - m**2) \
        + z * (dot(k - p, k - p) - lam_t**2)
    assert abs(den - (dot(l, l) - ((1 - z)**2 * m**2 - x * y * dot(q, q) + z * lam_t**2))) < 1e-10
    A, B = vertex_numerator(x, y, dot(q, q), D, m)
    for mu in range(D):
        N = 0
        for yy in (x, y):
            k0 = z * p - yy * q
            N = N + 0.5 * sum(eta[n] * g[n] @ (slash(k0 + q) + m * one) @ g[mu]
                              @ (slash(k0) + m * one) @ g[n] for n in range(D))
        i_sigma_q = -0.5 * (g[mu] @ slash(q) - slash(q) @ g[mu])
        diff = (slash(pp) + m * one) @ (N - A * g[mu] - B * i_sigma_q / (2 * m)) @ (slash(p) + m * one)
        assert np.abs(diff).max() < 1e-9
        l2 = sum(eta[n] * eta[a] * g[n] @ g[a] @ g[mu] @ g[a] @ g[n]
                 for n in range(D) for a in range(D))
        assert np.abs(l2 - (D - 2)**2 * g[mu]).max() < 1e-10

# ---- Euclidean loop integrals at non-integer D
solid_angle = lambda d: 2 * mp.pi**(d / 2) / mp.gamma(d / 2)
Dt, De = mp.mpf('3.3'), mp.mpf('0.7')
meas = solid_angle(Dt) / (2 * mp.pi)**Dt
num0 = meas * mp.quad(lambda s: s**(Dt - 1) / (s * s + De)**3, [0, 1, 10, mp.inf])
num2 = meas * mp.quad(lambda u: mp.exp((Dt + 2) * u) / (mp.exp(2 * u) + De)**3,
                      mp.linspace(-20, 80, 21))
assert abs(num0 * (4 * mp.pi)**(Dt / 2) / (mp.gamma(3 - Dt / 2) / 2 * De**(Dt / 2 - 3)) - 1) < 1e-10
assert abs(num2 * (4 * mp.pi)**(Dt / 2) / (Dt / 4 * mp.gamma(2 - Dt / 2) * De**(Dt / 2 - 2)) - 1) < 1e-10


# ---- form factors with photon mass (m = 1): F1 in alpha/3pi, F2 in alpha/2pi
def form_factors(q2, lam):
    t, wt = panels(np.log(lam) - 20, 0.0, 40)
    s, ws = panels(0.0, 1.0, 1)
    w = np.exp(t)[:, None]
    xx, yy = w * s, w * (1 - s)
    Delta = w * w - xx * yy * q2 + (1 - w) * lam**2
    A, B = vertex_numerator(xx, yy, q2, 4, 1.0)
    weight = wt[:, None] * ws * w * w
    return 0.75 * np.sum(weight * (-2 * np.log(Delta) - A / Delta)), 0.5 * np.sum(weight * (-B / Delta))


lam, K, h = 1e-6, 1e-3, 2e-3
slope = lambda lm: (form_factors(h, lm)[0] - form_factors(-h, lm)[0]) / (2 * h)
slope_F1 = slope(lam)
assert abs(slope_F1 - (np.log(1 / lam) - 3 / 8)) < 2e-5       # residual O(lam) and O(h^2)
assert abs(slope(1e-8) - (np.log(1e8) - 3 / 8)) < 2e-5
F2 = form_factors(0.0, lam)[1]
assert abs(F2 - 1) < 2e-5

# ---- static vertex between explicit Dirac spinors, spin average
sig = [SX, SY, SZ]
g0 = np.kron(SZ, I2)
gj = [np.kron(1j * SY, s) for s in sig]
spinor = lambda v: np.sqrt(np.sqrt(1 + v @ v) + 1) * np.vstack(
    [I2, sum(v[i] * sig[i] for i in range(3)) / (np.sqrt(1 + v @ v) + 1)])
p3, pp3 = 1e-3 * np.array([0.6, 0, 0.8]), 1e-3 * np.array([0, 1.0, 0])
q3 = pp3 - p3
qslash = -sum(q3[i] * gj[i] for i in range(3))
bar = spinor(pp3).conj().T @ g0
charge = np.trace(bar @ g0 @ spinor(p3)).real / 4
pauli = np.trace(bar @ (-0.5 * (g0 @ qslash - qslash @ g0)) @ spinor(p3)).real / 8
darwin = -pauli / (q3 @ q3)
assert abs(charge - 1) < 1e-5 and abs(darwin - 0.25) < 1e-6
bracket_F2 = 1.5 * F2 * darwin
assert abs(bracket_F2 - 3 / 8) < 1e-5

# ---- massive exchange between conserved currents, photon off shell
for _ in range(5):
    kv, J, Jp = rng.normal(size=(3, 3))
    k0, lm = rng.uniform(0.2, 0.6), rng.uniform(0.7, 1.5)
    om2, kh = kv @ kv + lm**2, kv / np.linalg.norm(kv)
    rho, rhop = kv @ J / k0, kv @ Jp / k0
    Lg = (kh @ J) * (kh @ Jp)
    lhs = (J @ Jp - rho * rhop) / (k0**2 - om2)
    rhs = (J @ Jp - Lg + lm**2 / om2 * Lg) / (k0**2 - om2) + rho * rhop / om2
    assert abs(lhs - rhs) < 1e-11 * (1 + abs(lhs))


# ---- soft integrals in the variable ln k
def soft(Kc, lm, Delta=0.0):
    t, wt = panels(np.log(lm) - 14, np.log(Kc), 60)
    kk = np.exp(t)
    om = np.sqrt(kk * kk + lm * lm)
    base = wt * kk**3 / (om**2 * (om + Delta))
    return np.sum(base), np.sum(base * lm**2 / (2 * om**2))


T6, L6 = soft(1e6, 1.0)
c_transverse = np.log(2e6) - T6
c_match = c_transverse - L6
assert abs(c_transverse - 1) < 1e-9 and abs(L6 - 1 / 6) < 1e-9 and abs(c_match - 5 / 6) < 1e-9
L_small, L_large = soft(1e9, 1.0, 1e-6)[1], soft(1e9, 1.0, 1e6)[1]
assert abs(L_small - 1 / 6) < 1e-5 and abs(L_large * 8e6 / np.pi - 1) < 1e-4
soft_T, soft_L = soft(K, lam)
high = slope_F1 - soft_T - soft_L
assert abs(high - (np.log(1 / (2 * K)) + 11 / 24)) < 3e-5

# ---- covariant soft emission with a massive photon, in units (2 alpha/3pi)(-q^2/m^2)
v = 1e-3
th, wth = panels(0.0, np.arcsinh(K / lam), 12)
c, wc = panels(-1.0, 1.0, 1)
kk, om = np.sinh(th)[:, None], np.cosh(th)[:, None]
J0, Jz = 1 / (om - v * kk * c) - 1 / om, v / (om - v * kk * c)
emission = 4 * np.pi / (16 * np.pi**3) * 2 * np.pi * np.sum(wth[:, None] * wc * kk**2 * (Jz**2 - J0**2))
minus_q2 = 2 * (1 / np.sqrt(1 - v * v) - 1)
eikonal = emission / (2 / (3 * np.pi) * minus_q2)
assert abs(eikonal - (np.log(2 * K / lam) - 5 / 6)) < 1e-4    # residual O(v^2 ln)

# ---- dimensional regularization, massless photon
xs, ws_, es, qs, r = sp.symbols('x w e q2 r', positive=True)
Ds = 4 - 2 * es
As = vertex_numerator(xs, ws_ - xs, qs, Ds, 1)[0]
xy = xs * (ws_ - xs)
poly = sp.expand(sp.integrate(sp.expand(((Ds - 2)**2 / 2 * xy - sp.diff(As, qs)) * ws_**2
                                        - (1 + es) * As.subs(qs, 0) * xy), (xs, 0, ws_)))
hard_sum = sum(cf / (a[0] - 3 - 2 * es) for a, cf in sp.Poly(poly, ws_).terms())
val = sp.Rational(hard_sum.subs(es, sp.Rational(1, 10**10)))
eps = mp.mpf(1) / 10**10
hard = mp.mpf(3) / 4 * (4 * mp.pi)**eps * mp.gamma(1 + eps) * mp.mpf(int(val.p)) / int(val.q)
d = 3 - 2 * eps
dipole_above_K = 6 * mp.pi**2 * (d - 1) / d * solid_angle(d) / (2 * (2 * mp.pi)**d) \
    * mp.mpf(K)**(-2 * eps) / (2 * eps)
msbar = 1 / (2 * eps) + (mp.log(4 * mp.pi) - mp.euler) / 2
hard_finite = float(hard + msbar)
dipole_finite = float(dipole_above_K - msbar + mp.log(2 * K))
high_dimreg = float(hard + dipole_above_K)
assert abs(hard_finite + 3 / 8) < 1e-7 and abs(dipole_finite - 5 / 6) < 1e-7
assert abs(high_dimreg - high) < 3e-5

# ---- hydrogen 2S (atomic units): commutator source and sum rule
R = R_nl(2, 0, r, 1)
u = r * sp.diff(R, r)
assert sp.simplify(-sp.diff(u, r, 2) / 2 + u / r**2 - u / r + u / 8 + R / r) == 0
lapV = float(sp.limit(R**2, r, 0))
assert sp.limit(R_nl(2, 1, r, 1), r, 0) == 0
D0 = lapV / 2
xg = np.linspace(-22.0, 4.8, 8001)
hx, rg = xg[1] - xg[0], np.exp(xg)
grad, accel = sp.lambdify(r, u)(rg), sp.lambdify(r, -R / r)(rg)


def resolvent(kph, source):
    Q = 2.25 - 2 * rg + 2 * (kph + 0.125) * rg**2
    S = -2 * rg**1.5 * source
    off = (1 - hx**2 * Q / 12)[1:-1]
    band = np.vstack([off, -(2 + 10 * hx**2 * Q / 12)[1:-1], off])
    phi = solve_banded((1, 1), band, hx**2 / 12 * (S[2:] + 10 * S[1:-1] + S[:-2]))
    return hx * np.sum((grad * rg**1.5)[1:-1] * phi)


p2 = hx * np.sum(grad**2 * rg)
assert abs(resolvent(0.5, accel) - (p2 - 0.5 * resolvent(0.5, grad))) < 1e-7
assert abs(resolvent(1e-5, accel) - 0.25) < 1e-4
assert abs(1e10 * resolvent(1e10, accel) / D0 - 1) < 2e-4
tn, tw = panels(0.0, 1.0, 1, 80)
kn = (1 / tn**2 - 1) / 8
mean_log = -sum(wi / (4 * ti**3) * (resolvent(ki, accel) - D0 / (ki + 1))
                for ti, wi, ki in zip(tn, tw, kn)) / D0
lnk0 = np.log(2) + mean_log

# ---- the same from bound and continuum 2S -> P dipole strengths
dip2 = lambda n: 2**17 * n**7 * (n * n - 1) / (n * n - 4)**6 * ((n - 2) / (n + 2))**(2 * n)
gap = lambda n: 0.125 - 1 / (2 * n * n)
for n in (3, 4):
    exact = float(sp.integrate(sp.expand(R * R_nl(n, 1, r, 1) * r**3), (r, 0, sp.oo))**2)
    assert abs(dip2(float(n)) / exact - 1) < 1e-12
ds = 0.04
kap = np.exp(np.arange(-20.0, 32.0, ds))
Dc = 0.125 + kap**2 / 2
dens = ds * kap**2 * 2**17 * (1 + kap**2) / (1 + 4 * kap**2)**6 \
    * np.exp(-4 * np.arctan(2 * kap) / kap) / (-np.expm1(-2 * np.pi / kap))
bound = lambda f: float(mp.nsum(lambda n: dip2(n) * f(gap(n)), [3, mp.inf]))
assert abs(bound(lambda e: e**2) + np.sum(dens * Dc**2) - p2) < 1e-8
sum_rule = bound(lambda e: e**3) + np.sum(dens * Dc**3)
assert abs(sum_rule - D0) < 1e-8
lnk0_sum = (bound(lambda e: e**3 * mp.log(2 * e)) + np.sum(dens * Dc**3 * np.log(2 * Dc))) / sum_rule
assert abs(lnk0 - lnk0_sum) < 1e-5

# ---- cost of neglecting Delta on the true spectrum scales as (scale)^(-1/2)
nb = np.arange(3.0, 301.0)
lev = np.concatenate([gap(nb), Dc])
wgt = np.concatenate([dip2(nb), dens]) * lev**3 / D0
th2 = np.arange(0.05, 90.0, 0.05)
shape = 0.05 * np.tanh(th2)**2 * (1 + 0.5 / np.cosh(th2)**2)
dev_mass = lambda lm: wgt @ ((lev[:, None] / (lm * np.cosh(th2) + lev[:, None])) @ shape)
dev_cut = lambda Kc: wgt @ np.log1p(lev / Kc)
assert abs(dev_mass(1e6) / dev_mass(1e8) / 10 - 1) < 0.03
assert abs(dev_cut(1e6) / dev_cut(1e8) / 10 - 1) < 0.03

# ---- assembly and numbers
alpha = sc.fine_structure
mc2_Hz = sc.m_e * sc.c**2 / sc.h
U = alpha**3 / (3 * np.pi) * lapV * sc.physical_constants['hartree-hertz relationship'][0] / 1e6
assert abs(U / (4 * alpha**5 * mc2_Hz / (3 * np.pi * 8) / 1e6) - 1) < 1e-8
low = np.log(K / alpha**2) - mean_log
total = high + bracket_F2 + low
assert abs(total - (np.log(alpha**-2) - lnk0_sum + 5 / 6)) < 5e-5
wrong = lambda lm_equiv: slope(lm_equiv * 1e-3) + np.log(1e-3) + bracket_F2 + low
assert abs(wrong(2 * K) - total + 5 / 6) < 1e-4               # F1 slope evaluated at lam = 2K
assert abs(wrong(2 * K * np.exp(-c_transverse)) - total - 1 / 6) < 1e-4
good = np.log(alpha**-2) - lnk0 + c_match
err_naive, err_T = -c_match * U, (c_transverse - c_match) * U
red = (1 / (1 + sc.m_e / sc.m_p))**3

print(f"1/alpha = {1/alpha:.6f}")
print(f"m c^2/h = {mc2_Hz:.6e} Hz")
print(f"lam/m = {lam:.0e}, K/m = {K:.0e}, K = {K/alpha**2:.3f} hartree")
print(f"ln(m/lam) = {np.log(1/lam):.4f}")
print(f"F1 slope bracket = {slope_F1:.4f} (alpha/3pi m^2)")
print(f"F2(0) = {F2:.4f} (alpha/2pi)")
print(f"static Pauli vertex = -{darwin:.4f} q^2/m^2")
print(f"F2 bracket = {bracket_F2:.4f}")
print(f"ln(2K/lam) = {np.log(2*K/lam):.4f}")
print(f"transverse soft integral = {soft_T:.4f}")
print(f"longitudinal soft integral = {soft_L:.4f}")
print(f"sum of soft integrals = {soft_T+soft_L:.4f}")
print(f"covariant soft emission (v = {v:.0e}) = {eikonal:.4f}")
print(f"matching constant, transverse only = {c_transverse:.6f}")
print(f"matching constant, all modes = {c_match:.6f}")
print(f"equivalent lam/K, all modes = {2*np.exp(-c_match):.4f}")
print(f"equivalent lam/K, transverse only = {2*np.exp(-c_transverse):.4f}")
print(f"longitudinal term at Delta/lam = 1e-6: {L_small:.6f}")
print(f"longitudinal term at Delta/lam = 1e+6: {L_large:.4e}")
print(f"ln(m/2K) = {np.log(1/(2*K)):.4f}")
print(f"High(K) bracket, photon mass = {high:.4f}")
print(f"High(K) bracket, dim. reg. = {high_dimreg:.4f}")
print(f"dim. reg. finite parts: hard {hard_finite:.6f}, dipole {dipole_finite:.6f}")
print(f"<lap V>(2S) = {lapV:.4f} a.u., <p^2> = {p2:.6f} a.u.")
print(f"sum |p|^2 Delta (spectrum) = {sum_rule:.6f} a.u.")
print(f"ln k0(2S), radial equation = {lnk0:.5f}")
print(f"ln k0(2S), spectral sum = {lnk0_sum:.5f}")
print(f"neglect of Delta, lam = 1e6, 1e8 hartree: {dev_mass(1e6):.3e}, {dev_mass(1e8):.3e}")
print(f"neglect of Delta, K = 1e6, 1e8 hartree: {dev_cut(1e6):.3e}, {dev_cut(1e8):.3e}")
print(f"low bracket ln K - <ln Delta> = {low:.4f}")
print(f"ln alpha^-2 = {np.log(alpha**-2):.4f}")
print(f"total bracket, assembled = {total:.4f}")
print(f"total bracket, closed form = {good:.4f}")
print(f"U(2S) = {U:.3f} MHz")
print(f"2S self-energy, correct = {good*U:.2f} MHz")
print(f"2S self-energy, lam = 2K = {good*U+err_naive:.2f} MHz")
print(f"2S self-energy, transverse only = {good*U+err_T:.2f} MHz")
print(f"error, lam = 2K = {err_naive:.2f} MHz ({100*err_naive/(good*U):.2f} %)")
print(f"error, transverse only = {err_T:+.2f} MHz ({100*err_T/(good*U):+.2f} %)")
print(f"errors in energy: {err_naive*1e12*sc.h/sc.e:.4f}, {err_T*1e12*sc.h/sc.e:+.4f} micro-eV")
print(f"(mu/m)^3 = {red:.6f}")
print(f"errors with reduced mass: {err_naive*red:.2f}, {err_T*red:+.2f} MHz")
print(f"1S errors (n^-3 scaling): {8*err_naive:.1f}, {8*err_T:+.1f} MHz")
print("success")
```

It prints:

```
1/alpha = 137.035999
m c^2/h = 1.235590e+20 Hz
lam/m = 1e-06, K/m = 1e-03, K = 18.779 hartree
ln(m/lam) = 13.8155
F1 slope bracket = 13.4405 (alpha/3pi m^2)
F2(0) = 1.0000 (alpha/2pi)
static Pauli vertex = -0.2500 q^2/m^2
F2 bracket = 0.3750
ln(2K/lam) = 7.6009
transverse soft integral = 6.6009
longitudinal soft integral = 0.1667
sum of soft integrals = 6.7676
covariant soft emission (v = 1e-03) = 6.7676
matching constant, transverse only = 1.000000
matching constant, all modes = 0.833333
equivalent lam/K, all modes = 0.8692
equivalent lam/K, transverse only = 0.7358
longitudinal term at Delta/lam = 1e-6: 0.166667
longitudinal term at Delta/lam = 1e+6: 3.9269e-07
ln(m/2K) = 6.2146
High(K) bracket, photon mass = 6.6729
High(K) bracket, dim. reg. = 6.6729
dim. reg. finite parts: hard -0.375000, dipole 0.833333
<lap V>(2S) = 0.5000 a.u., <p^2> = 0.250000 a.u.
sum |p|^2 Delta (spectrum) = 0.250000 a.u.
ln k0(2S), radial equation = 2.81177
ln k0(2S), spectral sum = 2.81177
neglect of Delta, lam = 1e6, 1e8 hartree: 5.273e-03, 5.294e-04
neglect of Delta, K = 1e6, 1e8 hartree: 5.629e-03, 5.653e-04
low bracket ln K - <ln Delta> = 0.8141
ln alpha^-2 = 9.8405
total bracket, assembled = 7.8621
total bracket, closed form = 7.8621
U(2S) = 135.644 MHz
2S self-energy, correct = 1066.44 MHz
2S self-energy, lam = 2K = 953.40 MHz
2S self-energy, transverse only = 1089.05 MHz
error, lam = 2K = -113.04 MHz (-10.60 %)
error, transverse only = +22.61 MHz (+2.12 %)
errors in energy: -0.4675, +0.0935 micro-eV
(mu/m)^3 = 0.998368
errors with reduced mass: -112.85, +22.57 MHz
1S errors (n^-3 scaling): -904.3, +180.9 MHz
success
```
